# The cross-section law behind power-law viscosity in variable hard spheres

## Result and conventions

For a dilute monatomic gas of variable hard spheres, in the first Chapman-Enskog approximation,

$$\mu=\mu_r\left(\frac{T}{T_r}\right)^{\omega}\quad\Longleftrightarrow\quad \sigma_T=\sigma_r\left(\frac{g}{g_r}\right)^{1-2\omega},\qquad \omega<\tfrac92 .$$

Here $\mu$ is viscosity, $\sigma_T$ the total collision cross-section and $g$ the relative speed of two atoms of mass $m$. With the reference speed $g_r=\sqrt{4kT_r/m}$, the two constants are related by

$$\sigma_r=\frac{15}{8}\,\frac{\sqrt{\pi mkT_r}}{\Gamma(\frac92-\omega)\,\mu_r}.$$

"Variable hard sphere" means that the collision diameter depends on $g$, while the scattering is isotropic in the centre-of-mass frame at every $g$. Collisions are binary, elastic and classical. The implication from right to left needs the cross-section law at all speeds. The implication from left to right needs the viscosity law to hold on some temperature interval, however short, but without error.

## From shear flow to a collision integral

Consider a flow $u_x(y)$ with small gradient $S=du_x/dy$ and uniform density $n$ and temperature. Let $\mathbf C$ be the atomic velocity relative to the local flow, and write

$$f=f_0(1+\phi),\qquad f_0=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mC^2/2kT}.$$

At fixed laboratory velocity $\partial C_x/\partial y=-S$, so $\partial f_0/\partial y=f_0\,(m/kT)\,S\,C_x$. The streaming term is $C_y\,\partial f_0/\partial y$. To first order in $S$ the Boltzmann equation is therefore

$$f_0\frac{m}{kT}S\,C_xC_y=J[\phi],$$

$$J[\phi]=\int d\mathbf C_1\int d\sigma\; g f_0f_{01}\,(\phi'+\phi_1'-\phi-\phi_1).$$

Primes denote values after the collision, and subscript 1 denotes the partner. Energy conservation has been used in the form $f_0'f_{01}'=f_0f_{01}$. Viscous heating is of order $S^2$ and drops out.

The first Chapman-Enskog approximation takes $\phi=-B\psi$ with $\psi=C_xC_y$, and fixes $B$ by multiplying the equation by $\psi$ and integrating over $\mathbf C$. Since $\int f_0C_x^2C_y^2\,d\mathbf C=n(kT/m)^2$, the left side becomes $nSkT/m$.

On the right side, exchanging the two atoms allows $\psi$ to be replaced by $(\psi+\psi_1)/2$. Exchanging the states before and after the collision reverses the sign of the bracket in $J$ and replaces $\psi+\psi_1$ by $\psi'+\psi_1'$. Averaging the two forms gives

$$\int\psi J[\phi]\,d\mathbf C=-\frac14\int f_0f_{01}\,g\,\Delta\psi\,\Delta\phi=\frac B4\int f_0f_{01}\,g\,(\Delta\psi)^2,$$

where $\Delta\psi=\psi'+\psi_1'-\psi-\psi_1$ and the integrals run over both velocities and $d\sigma$.

### Orientation average

Set $\mathbf C=\mathbf G+\mathbf g/2$ and $\mathbf C_1=\mathbf G-\mathbf g/2$. Then

$$C_xC_y+C_{1x}C_{1y}=2G_xG_y+\tfrac12g_xg_y .$$

A collision leaves $\mathbf G$ unchanged and turns $\mathbf g$ into $\mathbf g'$ of equal length, so $\Delta\psi=(g'_xg'_y-g_xg_y)/2$.

Let $\mathbf n$ be the direction of $\mathbf g$ and $\chi$ the deflection angle. The new direction is $\mathbf n'=\mathbf n\cos\chi+\mathbf e\sin\chi$, with $\mathbf e$ a unit vector perpendicular to $\mathbf n$. Averaging over the azimuth of $\mathbf e$ gives $\langle e_xe_y\rangle=-n_xn_y/2$, and the terms linear in $\mathbf e$ vanish. Hence

$$\langle n'_xn'_y\rangle=n_xn_y\left(\cos^2\chi-\tfrac12\sin^2\chi\right)=n_xn_y\left(1-\tfrac32\sin^2\chi\right).$$

The average of $n_x^2n_y^2$ over all directions is $1/15$, and the same holds for $\mathbf n'$. Expanding the square,

$$\langle(\Delta\psi)^2\rangle=\frac{g^4}{4}\cdot\frac1{15}\left[2-2\left(1-\tfrac32\sin^2\chi\right)\right]=\frac{g^4\sin^2\chi}{20}.$$

The collision law therefore enters through the viscosity cross-section $\sigma_\mu(g)=\int\sin^2\chi\,d\sigma$. Forward and backward scattering contribute nothing to it, because neither changes $g_xg_y$.

### Viscosity

Because $C^2+C_1^2=2G^2+g^2/2$, the product $f_0f_{01}$ separates, and the relative speed has the distribution

$$P(g)=\frac{4}{\sqrt\pi}\frac{g^2}{v_T^3}e^{-g^2/v_T^2},\qquad v_T=\sqrt{4kT/m}.$$

With angle brackets now denoting averages over $P$, the moment equation reads

$$\frac{nSkT}{m}=\frac{Bn^2}{80}\langle g^5\sigma_\mu\rangle .$$

The shear stress is $P_{xy}=m\int C_xC_yf\,d\mathbf C=-mnB(kT/m)^2$, which must equal $-\mu S$. Eliminating $B$,

$$\boxed{\mu=\frac{80\,(kT)^3}{m^2\langle g^5\sigma_\mu\rangle}}$$

The density has cancelled: more atoms carry momentum, but each carries it a shorter distance.

### From $\sigma_\mu$ to $\sigma_T$

For a sphere of collision diameter $d$, the impact parameter is $b=d\cos(\chi/2)$. Then $\pi b^2=\pi d^2(1+\cos\chi)/2$, so equal intervals of $\cos\chi$ have equal cross-section and the scattering is isotropic. With $\beta=b/d$, $\sin^2\chi=4\beta^2(1-\beta^2)$ and

$$\sigma_\mu=2\pi d^2\int_0^1 4\beta^3(1-\beta^2)\,d\beta=\tfrac23\pi d^2=\tfrac23\sigma_T .$$

The ratio $2/3$ remains the same when $d$ depends on $g$.

## The cross-section law gives the viscosity law

Substituting $y=g/v_T$ in the speed average gives, for $p>-3$,

$$\langle g^p\rangle=\frac{4}{\sqrt\pi}v_T^p\int_0^\infty y^{p+2}e^{-y^2}dy=\frac2{\sqrt\pi}\Gamma\!\left(\frac{p+3}{2}\right)v_T^p .$$

For the power-law cross-section the required power is $p=5+1-2\omega=6-2\omega$, so

$$\langle g^5\sigma_\mu\rangle=\frac23\sigma_rg_r^{2\omega-1}\,\frac2{\sqrt\pi}\Gamma(\tfrac92-\omega)\,v_T^{6-2\omega}.$$

The integral converges at small $g$ if $\omega<9/2$. Write $v_T^{6-2\omega}=v_T^5\,v_T^{1-2\omega}$ and use $v_T^5=32(kT/m)^{5/2}$. The numerical factor in $\mu$ is $80\cdot\frac34\sqrt\pi/32=15\sqrt\pi/8$, and

$$\mu=\frac{15}{8}\frac{\sqrt{\pi mkT}}{\Gamma(\frac92-\omega)\sigma_r}\left(\frac{v_T}{g_r}\right)^{2\omega-1}.$$

Since $v_T/g_r=(T/T_r)^{1/2}$, the last factor is $(T/T_r)^{\omega-1/2}$. The square root supplies another $T^{1/2}$, so $\mu\propto T^\omega$. Setting $T=T_r$ gives the stated $\sigma_r$.

The exponent has a direct reading. Hard spheres of fixed size give $T^{1/2}$, from the thermal speed. Any further rise must come from a cross-section that shrinks as $T^{-(\omega-1/2)}$; with $g\propto T^{1/2}$ this is $g^{1-2\omega}$.

## The viscosity law requires the cross-section law

The scaling argument shows that a power law works. To show that no other function does, put $x=g^2/g_r^2$ and $\tau=T_r/T$. Then $g^2/v_T^2=\tau x$, $g^7dg=g_r^8x^3dx/2$ and $v_T=g_r\tau^{-1/2}$, so

$$\langle g^5\sigma_\mu\rangle=\frac{2}{\sqrt\pi}g_r^5\tau^{3/2}F(\tau),\qquad F(\tau)=\int_0^\infty x^3\sigma_\mu e^{-\tau x}dx .$$

$F$ is the Laplace transform of $x^3\sigma_\mu$. Insert this in the boxed formula, with $(kT)^3=(kT_r)^3\tau^{-3}$ and $g_r^5=32(kT_r/m)^{5/2}$, and solve for $F$:

$$F(\tau)=\frac54\frac{\sqrt{\pi mkT_r}}{\mu\,\tau^{9/2}}=A\,\tau^{-(9/2-\omega)},\qquad A=\frac54\frac{\sqrt{\pi mkT_r}}{\mu_r}.$$

The last form uses $\mu=\mu_r\tau^{-\omega}$. Suppose it holds for $\tau_1<\tau<\tau_2$. A Laplace integral that converges there is analytic for $\operatorname{Re}\tau>\tau_1$, and so is the power. Two analytic functions that agree on an interval agree throughout this half-plane. As $\tau\to\infty$, $F$ tends to zero because $\sigma_\mu\ge0$, which forces $\omega<9/2$.

Since $\int_0^\infty x^{s-1}e^{-\tau x}dx=\Gamma(s)\tau^{-s}$, and a Laplace transform determines its original function apart from values on a set of zero measure, which do not affect integrals, taking $s=9/2-\omega$ gives

$$x^3\sigma_\mu=\frac{A\,x^{7/2-\omega}}{\Gamma(\frac92-\omega)}\quad\Rightarrow\quad\sigma_\mu=\frac{A}{\Gamma(\frac92-\omega)}\left(\frac{g}{g_r}\right)^{1-2\omega}.$$

Multiplying by $3/2$ gives $\sigma_T$, with the same $\sigma_r$ as before.

Viscosity by itself determines $\sigma_\mu$. The conclusion about $\sigma_T$ needs $\sigma_\mu/\sigma_T$ to be independent of speed, which the variable hard sphere rule supplies. Also, a fit to data over a finite range is approximate, and the analytic continuation then fails to fix the cross-section at remote speeds.

## Special cases and the limits of the law

**Hard spheres, $\omega=1/2$.** The cross-section is constant, $\Gamma(4)=6$, and $\mu=\frac5{16}\sqrt{\pi mkT}/\sigma_T$.

**Maxwell molecules, $\omega=1$.** Here $\sigma_T\propto1/g$, so the collision rate of a pair, proportional to $g\sigma_T$, does not depend on its speed.

**Inverse-power repulsion.** Take a potential $K/r^s$ with $K>0$ and $s>1$. (At large $b$, $\sin^2\chi\propto b^{-2s}$, so $\sigma_\mu$ would be infinite for $s\le1$.) Classical deflection depends on $b$, $K$ and $mg^2$ through the dimensionless group $b\,(mg^2/K)^{1/s}$. Thus $\sigma_\mu\propto g^{-4/s}$, and matching exponents gives $\omega=\frac12+2/s$. Softer repulsion gives a stronger rise of viscosity. The classical total cross-section of such a potential is infinite, because every impact parameter gives some deflection; the variable hard sphere replaces it by a finite one with the right speed dependence of $\sigma_\mu$.

**A cross-section that is not a power.** Take $\sigma_T=\sigma_s(1+12kS_0/mg^2)$, with $S_0$ a temperature. The averages needed are $\langle g^5\rangle=12v_T^5/\sqrt\pi$ and $\langle g^3\rangle=4v_T^3/\sqrt\pi$. The second term relative to the first is $(12kS_0/m)/(3v_T^2)=S_0/T$, so

$$\mu=\frac5{16}\frac{\sqrt{\pi mkT}}{\sigma_s(1+S_0/T)} .$$

This is Sutherland's law. Its local exponent $d\ln\mu/d\ln T=\frac12+S_0/(T+S_0)$ falls with temperature, so one value of $\omega$ can represent it over a limited range.

**Beyond the first approximation.** Let $v=\sqrt{kT/m}$ and $\mathbf C=v\mathbf c$. For $\sigma_T\propto g^{1-2\omega}$ the collision operator scales as $n\,v\,v^{1-2\omega}$, while the driving term is $S c_xc_yf_0$. Hence $\phi=S\,n^{-1}v^{2\omega-2}\hat\phi(\mathbf c)$, with $\hat\phi$ independent of temperature. The stress contains a further factor $mnv^2$, so $\mu\propto v^{2\omega}\propto T^\omega$. The full linearised solution thus keeps the exponent; only the prefactor can change, and for $\omega=1$ even that stays the same. The converse has been shown here for the first approximation.

## Quantities needed in an implementation

For each candidate pair, use a collision rate proportional to $g\sigma_T\propto g^{2-2\omega}$. For an accepted collision, draw $\cos\chi$ uniformly from $[-1,1]$ and the azimuth uniformly from $[0,2\pi)$. For $\frac12<\omega<1$ the cross-section diverges as $g\to0$, but the rate tends to zero.

The mean free path is $\lambda=\bar c/(n\langle g\sigma_T\rangle)$, with $\bar c=\sqrt{8kT/\pi m}$. For $\omega<5/2$,

$$\langle g\sigma_T\rangle=\sigma_rg_r^{2\omega-1}\frac2{\sqrt\pi}\Gamma(\tfrac52-\omega)v_T^{2-2\omega}.$$

Eliminate $\sigma_rg_r^{2\omega-1}$ with the viscosity formula and use $\Gamma(\frac92-\omega)=(\frac72-\omega)(\frac52-\omega)\Gamma(\frac52-\omega)$:

$$\langle g\sigma_T\rangle=\frac{30\,kT}{(7-2\omega)(5-2\omega)\mu},\qquad
\lambda=\frac{(7-2\omega)(5-2\omega)}{30}\,\frac{\mu\bar c}{p}.$$

At fixed pressure $p=nkT$, therefore, $\lambda\propto T^{\omega+1/2}$.

A reference diameter has meaning only together with its reference speed. Here $\pi d_r^2=\sigma_r$ is the cross-section at $g_r$. If $\sigma_*$ is instead defined by $\langle g\sigma_T\rangle=\sigma_*\langle g\rangle$ at $T_r$, the averages above give $\sigma_*=\Gamma(\frac52-\omega)\sigma_r$. The two values must not be interchanged.

The integrand that sets viscosity varies as $y^{8-2\omega}e^{-y^2}$. Its maximum satisfies $(8-2\omega)/y=2y$, so for $\omega<4$ the controlling speed is $g=\sqrt{4-\omega}\,v_T$. For $\omega<3$ this lies above $v_T$, the most probable relative speed of a pair.

## Argon purge gas at 1 Torr

Take argon in an atomic layer deposition reactor at 300 K and 500 K, both at 1 Torr, with a 5 mm gap above a wafer carrying trenches 100 nm wide. Rough inputs are $m=40$ u, $\mu_r=23$ µPa s at $T_r=300$ K, and $\omega=0.8$.

The reference speed is $g_r=499.4$ m/s. Since $\sqrt{mkT_r}=mg_r/2$ and $40$ u is $6.642\times10^{-26}$ kg,

$$\sigma_r=\frac{15\sqrt\pi}{16}\frac{(6.642\times10^{-26})(499.4)}{(4.171)(23\times10^{-6})}\ \text{m}^2=0.575\ \text{nm}^2 ,$$

or $d_r=0.428$ nm. The speed exponent is $1-1.6=-0.6$. Numerical Laplace inversion of the viscosity law, without assuming a form for the cross-section, gives 0.871, 0.575 and 0.379 nm² at $0.5g_r$, $g_r$ and $2g_r$, and hence the same exponent. These values belong to the exact power law, not to real argon. A Lennard-Jones potential ($\varepsilon/k\approx120$ K, $\sigma\approx0.34$ nm) with the same viscosity at 300 K gives $\frac32\sigma_\mu\approx1.2$, 0.67 and 0.37 nm² at these speeds, because attraction enlarges the cross-section of slow pairs; it agrees with the power law to about 4% at the controlling speeds below.

The controlling speed rises from 893 to 1153 m/s between the two temperatures, and the cross-section there falls from 0.405 to 0.348 nm². The viscosity at 500 K is

$$\mu=23\,(500/300)^{0.8}=34.6\ \text{µPa s}.$$

The increase is by a factor 1.505; spheres of fixed size would give $\sqrt{5/3}=1.291$. The mean free path grows from 42 to 82 µm, a factor $(5/3)^{1.3}=1.94$.

At 500 K the Knudsen number $\lambda/h$ is $0.082/5=0.016$ in the gap, but about 820 in a trench. Inside the trench atoms meet walls far more often than each other, so viscosity does not describe transport there.

### Wall slip

In the gap the largest correction among those estimated here is slip. Assume that walls re-emit atoms diffusely, with no mean tangential momentum. At a wall with slip speed $u_s$, arriving atoms carry half the viscous stress, because the integrand of $P_{xy}$ is even in $C_y$, plus the mass flux $\rho\bar c/4$ times $u_s$, with $\rho=mn$. Their sum must equal the wall stress:

$$\tfrac12\mu S+\tfrac14\rho\bar c\,u_s=\mu S\quad\Rightarrow\quad u_s=\ell S,\qquad \ell=\frac{2\mu}{\rho\bar c}.$$

This is Maxwell's estimate, which extends the bulk distribution up to the wall. For a pressure gradient of magnitude $K_p$ between plane walls a distance $h$ apart, $\mu u''=-K_p$ with slip at both walls gives

$$u=\frac{K_p}{2\mu}\left[y(h-y)+\ell h\right].$$

The mean of the bracket is $h^2/6+\ell h$, so the flow increases by the factor $1+6\ell/h$. With $\ell=0.105$ mm and $h=5$ mm, this estimate gives an increase of about 13% relative to flow without slip. It is somewhat low, because it neglects the Knudsen layer, the region within a few mean free paths of the wall where the distribution departs from its bulk form. The linearised BGK kinetic equation with diffuse walls gives nearly 15%.

### How far the model can be trusted here

The inputs are typical rough values for argon, and the pressure and dimensions are in the range of such reactors. A real purge also contains precursor and reaction products, whose effect is not estimated here. The other idealisations have these sizes:

- **Power law.** A Sutherland law with a rough $S_0=140$ K, matched at 300 K, gives 34.0 µPa s at 500 K. The power law is 1.7% higher. The local exponent of the Sutherland law falls from 0.82 to 0.72 over this range.
- **First approximation.** For $\omega=0.8$ and fixed cross-section, two expansion terms raise viscosity by 0.24%, and three by 0.25%, relative to one. At fixed viscosity, $\sigma_r$ would rise by the same fraction.
- **Isotropic scattering.** The variable soft sphere uses $b/d=\cos^\alpha(\chi/2)$. The angular integral becomes $\sigma_\mu/\sigma_T=4\alpha/[(\alpha+1)(\alpha+2)]$. A rough $\alpha=1.4$ gives 0.686 instead of 0.667, so $\sigma_T$ is 2.9% smaller at the same viscosity. Constant $\alpha$ leaves the speed exponent unchanged.
- **Classical, dilute gas.** At the controlling speed for 500 K, the de Broglie wavelength of relative motion is 0.05 of the collision diameter, and $nd^3\approx7\times10^{-7}$. Both ratios are small, as the model requires for $\sigma_\mu$. The true total cross-section of argon is another matter: it is set by quantum small-angle scattering from the long-range attraction and is roughly 3 nm² at $g_r$. Such grazing collisions add little to $\sigma_\mu$, so $\sigma_T$, $d_r$, $\lambda$ and the Knudsen numbers above are viscosity-equivalent quantities of the model.

The numerical output lists the computed values, except the BGK result, the Lennard-Jones cross-sections and the quantum total cross-section, which the program does not calculate.

## Computed values

```
Atomic mass, rough: 40 u
Viscosity exponent w, rough: 0.8
Reference temperature: 300 K
Hot temperature: 500 K
Reference viscosity, rough: 23 uPa s
Pressure: 1 Torr
Reactor gap: 5 mm
Trench width: 100 nm
Isotropic sigma_mu/sigma_T: 0.6667
Gamma(9/2-w): 4.171
Reference relative speed g_r: 499.4 m/s
Reference cross-section sigma_r: 0.5746 nm^2
Reference diameter: 0.4277 nm
Speed exponent 1-2w: -0.6
Exponent from Laplace inversion: -0.6
Recovered sigma_T at 0.5 g_r: 0.871 nm^2
Recovered sigma_T at 1 g_r: 0.5746 nm^2
Recovered sigma_T at 2 g_r: 0.3791 nm^2
Controlling speed at 300 K: 893.4 m/s
Controlling speed at 500 K: 1153 m/s
sigma_T at 300 K speed: 0.4054 nm^2
sigma_T at 500 K speed: 0.3478 nm^2
Viscosity at 500 K: 34.61 uPa s
Viscosity ratio 500 K/300 K: 1.505
Same ratio, fixed hard spheres: 1.291
Mean free path at 300 K: 42.07 um
Mean free path at 500 K: 81.73 um
Knudsen number, gap, 500 K: 0.01635
Knudsen number, trench, 500 K: 817.3
Second Sonine viscosity gain: 0.242 %
Third Sonine viscosity gain: 0.252 %
Sutherland temperature, rough: 140 K
Sutherland viscosity at 500 K: 34.02 uPa s
Power law above Sutherland: 1.73 %
Sutherland local w at 300 K: 0.8182
Sutherland local w at 500 K: 0.7188
Soft-sphere exponent, rough: 1.4
Soft-sphere sigma_mu/sigma_T: 0.6863
Soft-sphere sigma_T change: -2.86 %
Diameter at 500 K speed: 0.3327 nm
De Broglie wavelength, 500 K: 0.0173 nm
Wavelength/diameter: 0.052
Density times diameter cubed: 7.11e-07
Slip length at 500 K: 104.9 um
Slip increase of gap flow: 12.6 %
```
